\section*{Interband tunnelling exponent: a two-band gap against a triangular parabolic barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the triangular barrier to the two-band gap}

\subsection{The form of the answer}

In a reverse-biased photodiode a strong electric field tilts the bands. An electron at the top of the valence band then faces a conduction-band state of the same energy a short distance away. Tunnelling across the gap adds to the dark current, and its strength is governed by an exponent $S$ in a transmission of the form
\begin{equation}
T\sim e^{-S}.
\end{equation}
Let the gap be $E_g$, the mass at the band edge $m$, and the magnitude of the uniform field $F$. The field enters mechanics through the force $eF$, where $e>0$ is the elementary charge. Besides these quantities there is $\hbar$.

These four quantities form one independent dimensionless group. To find it, write $m^aE_g^b\hbar^c(eF)^d$ and use the units kg, J, J\,s and J/m. Since $1\,\mathrm{J}=1\,\mathrm{kg\,m^2\,s^{-2}}$, the powers of kg, m and s vanish when
\begin{align}
a+b+c+d&=0,\\
2b+2c+d&=0,\\
-2b-c-2d&=0.
\end{align}
Choose $c=-1$. The last two equations become $2b+d=2$ and $2b+2d=1$. Their difference gives $d=-1$, hence $b=3/2$, and the first equation gives $a=1/2$. With a factor $\sqrt2$ included for later convenience, the group is
\begin{equation}
\Lambda=\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar eF}.
\end{equation}
Dimensional analysis alone permits $S$ to be any function of $\Lambda$. The leading WKB exponent is more restricted: it is a classical action divided by $\hbar$, so it varies as $1/\hbar$. Since $\Lambda$ also varies as $1/\hbar$,
\begin{equation}
S=C\Lambda ,
\end{equation}
with a pure number $C$ that depends on the shape of the barrier. Two barriers with equal $m$, $E_g$ and $F$ therefore have exponents in a fixed ratio. The task is to find $C$ for two shapes.

The group has a simple meaning. Define the barrier length and a reference decay constant by
\begin{equation}
L=\frac{E_g}{eF},\qquad \kappa_0=\frac{\sqrt{2mE_g}}{\hbar}.
\end{equation}
Then $\kappa_0L=\Lambda$: the group counts how many decay lengths $1/\kappa_0$ fit into the barrier.

\subsection{The simple case: one parabolic band}

The electron has charge $-e$. The field points along $-x$, so the force is $+eF$ and the potential energy is $-eFx$. Motion transverse to $x$ is set to zero throughout. Measure energy from that of the electron. The triangular barrier is
\begin{equation}
U(x)=E_g-eFx=E_g(1-u),\qquad u=\frac{x}{L},
\end{equation}
for $x>0$. The electron enters through a sharp step at $u=0$, where the barrier has height $E_g$, and leaves at $u=1$, where $U=0$. The Schr\"odinger equation is
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+U\psi=0 .
\end{equation}
Insert $\psi=e^{i\Phi/\hbar}$. Two derivatives give $\psi''=(i\Phi''/\hbar-\Phi'^2/\hbar^2)\psi$, so
\begin{equation}
\frac{\Phi'^2}{2m}-\frac{i\hbar\Phi''}{2m}+U=0.
\end{equation}
To leading order in $\hbar$ the middle term is dropped and $\Phi'^2=-2mU$. Inside the barrier $U>0$, so $\Phi'$ is imaginary. The decaying choice $\Phi'=i\hbar\kappa$ gives
\begin{equation}
\psi\sim\exp\Bigl(-\int\kappa\,dx\Bigr),\qquad
\kappa_{\rm t}=\frac{\sqrt{2mU}}{\hbar}=\kappa_0\sqrt{1-u}.
\end{equation}
The subscript t stands for the triangle. A probability is the square of an amplitude, which supplies a factor 2 in the exponent:
\begin{equation}
S=2\int_0^L\kappa\,dx=2L\int_0^1\kappa\,du .
\label{eq:action}
\end{equation}
For the triangle, $\int_0^1\sqrt{1-u}\,du=2/3$, and therefore
\begin{equation}
S_{\rm t}=\frac43\Lambda=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar eF}.
\label{eq:triangle}
\end{equation}

\paragraph{Limit: a thick barrier.}
The neglected term is small when $\hbar|\Phi''|\ll|\Phi'^2|$, that is, when $|\kappa'|\ll\kappa^2$. With $\kappa_{\rm t}'=-\kappa_0/(2L\sqrt{1-u})$ this reads
\begin{equation}
\frac{1}{2\Lambda(1-u)^{3/2}}\ll1 .
\end{equation}
The condition fails near the exit, where $(1-u)^{3/2}$ is of order $1/(2\Lambda)$ or smaller. The part of the exponent collected between such a point and the exit is $\tfrac43\Lambda(1-u)^{3/2}$, about $2/3$ at the boundary of that region. This number does not grow with $\Lambda$. The failure near the turning point can thus change the prefactor of $T$, while the term proportional to $\Lambda$ remains as found. For $\Lambda\gg1$ the exponent is well defined in this sense.

\subsection{Adding the valence band}

In the triangular model the electron is a conduction electron at every depth below the conduction edge. It has no knowledge of a valence band. The smallest model that contains both bands has a two-component wave function and the Hamiltonian
\begin{equation}
H=\hbar vk\,\sigma_x+\Delta\,\sigma_z,\qquad \Delta=\frac{E_g}{2},
\end{equation}
where $\sigma_x$ and $\sigma_z$ are Pauli matrices, $v$ is a velocity that measures the coupling of the bands, and energy is counted from midgap. The matrices anticommute and each squares to one, so the cross terms in $H^2$ cancel:
\begin{equation}
H^2=(\hbar vk)^2+\Delta^2,\qquad
\varepsilon=\pm\sqrt{\Delta^2+(\hbar vk)^2}.
\label{eq:bands}
\end{equation}
The two bands are mirror images about midgap. This is the meaning of a symmetric gap. Remote bands and any separate free-electron term in $k^2$ are left out.

The parameter $v$ is fixed by the edge mass. For small $k$ the upper band is
\begin{equation}
\varepsilon\simeq\Delta+\frac{(\hbar vk)^2}{2\Delta}.
\end{equation}
Equating the second term to $\hbar^2k^2/(2m)$ gives
\begin{equation}
m=\frac{\Delta}{v^2}=\frac{E_g}{2v^2},\qquad v=\sqrt{\frac{E_g}{2m}} .
\label{eq:mass}
\end{equation}
The lower band has curvature of the same size and opposite sign. Thus $m$ is the mass of each edge by itself, as for a single carrier. It is not the reduced mass of an electron--hole pair, which would be $m/2$. Since $v$ follows from $m$ and $E_g$, the model brings in no further parameter, and the dimensional argument above applies to it.

\subsection{The decay constant inside the gap}

In the field, $\hbar k$ becomes $-i\hbar\,d/dx$ and the potential energy $-eFx$ is added:
\begin{equation}
\Bigl(-i\hbar v\sigma_x\frac{d}{dx}+\Delta\sigma_z-eFx\Bigr)\psi=E\psi .
\end{equation}
Define the local energy relative to midgap, $\varepsilon(x)=E+eFx$. Put the origin where the electron meets the valence edge, so that $E=-\Delta$. Then
\begin{equation}
\varepsilon(x)=-\frac{E_g}{2}+eFx=E_g\Bigl(u-\frac12\Bigr).
\end{equation}
The gap occupies $0<u<1$, the same length $L$ as the triangle. The valence band lies to its left and the conduction band to its right.

Insert $\psi=e^{i\Phi/\hbar}\chi$ with a two-component amplitude $\chi(x)$. The derivative gives $v\Phi'\sigma_x\chi-i\hbar v\sigma_x\chi'$. The second piece carries an extra $\hbar$ and is dropped at leading order, which leaves a linear system,
\begin{equation}
\begin{pmatrix}\Delta-\varepsilon & v\Phi'\\ v\Phi' & -\Delta-\varepsilon\end{pmatrix}\chi=0 .
\end{equation}
A nonzero $\chi$ requires a vanishing determinant:
\begin{equation}
(\Delta-\varepsilon)(-\Delta-\varepsilon)-v^2\Phi'^2
=\varepsilon^2-\Delta^2-v^2\Phi'^2=0 .
\end{equation}
In the gap $\varepsilon^2<\Delta^2$, so again $\Phi'=i\hbar\kappa$. With the subscript 2b for two bands,
\begin{equation}
\kappa_{\rm 2b}^2=\frac{\Delta^2-\varepsilon^2}{\hbar^2v^2}
=\frac{2m}{\hbar^2E_g}\Bigl(\frac{E_g^2}{4}-\varepsilon^2\Bigr),
\end{equation}
where $1/v^2=2m/E_g$ was used. Since $\tfrac14-(u-\tfrac12)^2=u(1-u)$,
\begin{equation}
\kappa_{\rm 2b}=\kappa_0\sqrt{u(1-u)}=\sqrt u\;\kappa_{\rm t}.
\label{eq:pointwise}
\end{equation}
This relation between the two models holds at every point of the barrier.

\paragraph{Limit: the two edges.}
As $u\to1$ the factor $\sqrt u$ tends to one. Close to the conduction edge the electron decays as the one-band model says, as it must for equal edge mass. As $u\to0$, $\kappa_{\rm 2b}\to\kappa_0\sqrt u$, which vanishes: the electron is about to become a propagating valence state. The triangular model has its largest decay constant, $\kappa_0$, at this very point. The two-band decay constant peaks at midgap, where it is $\kappa_0/2$.

\subsection{The ratio of the exponents}

The remaining integral follows from $u=\sin^2\theta$, $du=2\sin\theta\cos\theta\,d\theta$:
\begin{equation}
\int_0^1\!\sqrt{u(1-u)}\,du
=\int_0^{\pi/2}\!2\sin^2\theta\cos^2\theta\,d\theta
=\frac12\int_0^{\pi/2}\!\sin^22\theta\,d\theta=\frac{\pi}{8}.
\end{equation}
Equation~\eqref{eq:action} then gives
\begin{equation}
S_{\rm 2b}=\frac{\pi}{4}\Lambda
=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar eF},
\label{eq:twoband}
\end{equation}
and division by \eqref{eq:triangle} gives
\begin{equation}
\boxed{\;\frac{S_{\rm 2b}}{S_{\rm t}}=\frac{\pi/4}{4/3}=\frac{3\pi}{16}\approx0.589\;}
\label{eq:ratio}
\end{equation}
The exponent is multiplied by $3\pi/16$, a drop of about 41\% relative to the triangular value. The transmission itself is not multiplied by this number: it rises by $\exp(S_{\rm t}-S_{\rm 2b})$, which depends on the field.

\paragraph{Limit: a shallow start.}
Suppose the electron starts inside the gap, at a depth $wE_g$ below the local conduction edge, as from a localized level. With $y=1-u$ the barrier runs from $y=w$ to $y=0$, and the ratio of the two exponents becomes
\begin{equation}
r(w)=\frac{\int_0^w\sqrt{y(1-y)}\,dy}{\int_0^w\sqrt y\,dy}.
\end{equation}
For small $w$ expand $\sqrt{1-y}\simeq1-y/2$. The numerator is $\tfrac23w^{3/2}-\tfrac15w^{5/2}$ and the denominator $\tfrac23w^{3/2}$, so
\begin{equation}
r(w)\simeq1-\frac{3w}{10}.
\end{equation}
A shallow level does not feel the valence band and the one-band exponent is recovered. At $w=1$ the full result $3\pi/16$ returns. The factor therefore belongs to tunnelling from edge to edge. It should not be applied unchanged to emission from a level within the gap.

\subsection{Numbers for one junction}

Take round model parameters: $E_g=0.80$~eV, $m=0.05$ free-electron masses and $F=5.0\times10^7$~V/m. Such a field can occur across a thin undoped layer between heavily doped contacts, where it is nearly uniform, as assumed here. In an abrupt junction without such a layer the field falls with distance from its peak. For the same peak field the barrier is then longer and both exponents are larger than the values below. A photodiode with this gap and a low dark current must work at lower fields, where both exponents are larger. A thick layer with this gap would also break down by avalanche at a few $10^7$~V/m, a process the model does not contain. The barrier length is
\begin{equation}
L=\frac{0.80\ \mathrm{V}}{5.0\times10^7\ \mathrm{V/m}}=16.0\ \mathrm{nm}.
\end{equation}
Equation~\eqref{eq:mass} gives $v=1.186\times10^6$~m/s. The reference decay constant is $\kappa_0=1.0246\ \mathrm{nm^{-1}}$, and the two-band maximum is half of it, $0.5123\ \mathrm{nm^{-1}}$. Hence $\Lambda=1.0246\times16.0=16.394$, and
\begin{align}
S_{\rm t}&=\tfrac43\times16.394=21.86,\\
S_{\rm 2b}&=\tfrac{\pi}{4}\times16.394=12.88 .
\end{align}
The corresponding WKB factors $e^{-S}$ are $3.2\times10^{-10}$ and $2.6\times10^{-6}$. Their quotient is about $8.0\times10^3$. A change of the exponent by a factor of order one has become almost four orders of magnitude in the transmission, because the exponent is large.

\section{Where the factor comes from, and what lies beyond WKB}

\subsection{Symbols and results carried over}

The gap is $E_g=2\Delta$, the mass of each band edge is $m$, and the force on the electron is $+eF$. The barrier has length $L=E_g/(eF)$, and $u=x/L$ runs from the valence edge at 0 to the conduction edge at 1. With $\kappa_0=\sqrt{2mE_g}/\hbar$ and $\Lambda=\kappa_0L$, the decay constants and exponents are
\begin{align}
\text{triangle:}\quad&\kappa_{\rm t}=\kappa_0\sqrt{1-u}, & S_{\rm t}&=\tfrac43\Lambda,\\
\text{two bands:}\quad&\kappa_{\rm 2b}=\kappa_0\sqrt{u(1-u)}, & S_{\rm 2b}&=\tfrac{\pi}{4}\Lambda .
\end{align}
The two-band Hamiltonian is $H=\hbar vk\sigma_x+\Delta\sigma_z$ with $v=\sqrt{E_g/(2m)}$. The example has $E_g=0.80$~eV, $m=0.05$ free-electron masses, $F=5.0\times10^7$~V/m and $\Lambda=16.39$.

At equal edge mass, the leading WKB exponent for edge-to-edge tunnelling through the symmetric two-band gap is $3\pi/16$ of the triangular one. It remains to trace this factor to its sources, to test both exponents against solutions without WKB, and to see how the choice of model affects a mass read from a dark current.

Numbers in the example were calculated in double precision.
